# The Sutherland ground state as a product of sin^lambda pair factors: a program that tests the result

```python
# Result under test (hbar = m = 1, lengths in a, energies in hbar^2/(m a^2)):
#   H = -1/2 sum_i d_i^2 + lam(lam-1) k^2 S,  k = pi/L,
#   S = sum_{i<j} 1/sin^2(k(x_i-x_j)),
# has, for lam > 1/2 and states of finite energy that vanish at contact,
# the ground state Psi = prod_{i<j} |sin k(x_i-x_j)|^lam with energy
#   E0 = lam^2 pi^2 N(N^2-1)/(6 L^2).
# N: particle number, L: ring length, lam: exponent fixing the coupling,
# mu: exponent of a trial Jastrow product that may differ from lam.
from itertools import combinations
import numpy as np
import mpmath as mp
from scipy.integrate import quad

mp.mp.dps = 40
rng = np.random.default_rng(7)


def ground_energy(n, length, lam):
    return lam**2 * np.pi**2 * n * (n**2 - 1) / (6 * length**2)


def trial_energy(n, length, lam, mu):
    scale = np.pi**2 * n * (n**2 - 1) / (6 * length**2)
    return scale * (lam**2 + (mu - lam)**2 / (2 * mu - 1))


# ---- Psi itself, differentiated numerically in 40-digit arithmetic ----
def psi(x, length, lam):
    value = mp.mpf(1)
    for a, b in combinations(x, 2):
        value *= abs(mp.sin(mp.pi * (a - b) / length))**lam
    return value


def local_parts(x, length, lam):
    """Local kinetic energy, potential energy and S at one configuration."""
    x = [mp.mpf(float(v)) for v in x]
    lam = mp.mpf(lam)
    h = mp.mpf(10)**(-10)
    centre = psi(x, length, lam)
    lap = mp.mpf(0)
    for i in range(len(x)):
        up, down = list(x), list(x)
        up[i] += h
        down[i] -= h
        lap += (psi(up, length, lam) - 2 * centre
                + psi(down, length, lam)) / h**2
    s = sum(1 / mp.sin(mp.pi * (a - b) / length)**2
            for a, b in combinations(x, 2))
    pot = lam * (lam - 1) * (mp.pi / length)**2 * s
    return float(-lap / (2 * centre)), float(pot), float(s)


def cross_sum(x, length):
    """Sum over i and over ordered j != k (both != i) of cot_ij cot_ik."""
    n = len(x)
    total = 0.0
    for i in range(n):
        for j in range(n):
            for m in range(n):
                if len({i, j, m}) == 3:
                    total += 1 / (np.tan(np.pi * (x[i] - x[j]) / length)
                                  * np.tan(np.pi * (x[i] - x[m]) / length))
    return total


worst_local = 0.0
worst_cross = 0.0
for n in range(2, 7):
    for lam in (0.75, 1.3, 2.0, 3.7):
        length = 1.0 * n
        x = np.arange(n) + rng.uniform(-0.35, 0.35, n)
        kin, pot, _ = local_parts(x, length, lam)
        exact = ground_energy(n, length, lam)
        worst_local = max(worst_local, abs(kin + pot - exact) / exact)
        worst_cross = max(worst_cross, abs(
            cross_sum(x, length) + n * (n - 1) * (n - 2) / 3))
assert worst_local < 1e-11
assert worst_cross < 1e-9

worst_identity = 0.0
for _ in range(50):
    a, b = rng.uniform(0.2, 1.3, 2)
    c = -a - b
    ca, cb, cc = 1 / np.tan(a), 1 / np.tan(b), 1 / np.tan(c)
    worst_identity = max(worst_identity, abs(ca*cb + cb*cc + cc*ca - 1))
assert worst_identity < 1e-9

# ---- lam = 1: filled levels of free fermions ----
for n in range(2, 9):
    levels = np.arange(n) - (n - 1) / 2
    filled = 0.5 * np.sum((2 * np.pi * levels / n)**2)
    assert abs(filled - ground_energy(n, n, 1.0)) < 1e-10 * filled


# ---- diagonalization: three fermions, plane-wave determinants ----
def three_body_levels(lam, cutoff, total, length=3.0):
    g = 4 * cutoff + 4          # exact quadrature for these polynomials
    u, v = np.meshgrid((np.arange(g) + 1/3) / g,
                       (np.arange(g) + 2/3) / g, indexing="ij")
    u, v = u.ravel(), v.ravel()  # third particle sits at the origin
    modes = range(-cutoff, cutoff + 1)
    e1 = {q: np.exp(2j * np.pi * q * u) for q in modes}
    e2 = {q: np.exp(2j * np.pi * q * v) for q in modes}
    triples = [t for t in combinations(modes, 3) if sum(t) == total]
    dets = np.array([e1[p] * (e2[q] - e2[r]) - e1[q] * (e2[p] - e2[r])
                     + e1[r] * (e2[p] - e2[q])
                     for p, q, r in triples]) / np.sqrt(6)
    s = (1 / np.sin(np.pi * u)**2 + 1 / np.sin(np.pi * v)**2
         + 1 / np.sin(np.pi * (u - v))**2)
    smat = (dets.conj() * s) @ dets.T / g**2
    kin = [2 * np.pi**2 / length**2 * sum(q*q for q in t) for t in triples]
    ham = np.diag(kin) + lam * (lam - 1) * (np.pi / length)**2 * smat
    return np.linalg.eigvalsh((ham + ham.conj().T) / 2)


sector_low = [three_body_levels(3.0, 10, p)[0] for p in range(4)]
second_level = three_body_levels(3.0, 10, 0)[1]
exact_three = ground_energy(3, 3.0, 3.0)
assert abs(sector_low[0] - exact_three) < 1e-8 * exact_three
assert min(sector_low[1:]) > exact_three + 0.1
assert second_level > exact_three + 0.1
exact_two = ground_energy(3, 3.0, 2.0)
cutoffs = (3, 6, 12)
diag_two = [three_body_levels(2.0, c, 0)[0] for c in cutoffs]
excess = [e - exact_two for e in diag_two]
assert excess[0] > excess[1] > excess[2] > -1e-9
assert excess[2] < 0.5 * excess[1] and excess[2] < 5e-3 * exact_two


# ---- two particles: Psi cut off linearly between eps and 2 eps ----
def cut_state(lam, eps):
    """Direct energy and cut-off cost, both in units of (pi/L)^2."""
    def integrate(fun, lo, hi):
        return quad(lambda t: fun(np.exp(t)) * np.exp(t), np.log(lo),
                    np.log(hi), epsabs=0, epsrel=1e-11, limit=300)[0]

    def energy_density(r, f, df):
        s, c = np.sin(r), np.cos(r)
        dphi = df * s**lam + f * lam * s**(lam - 1) * c
        return dphi**2 + lam * (lam - 1) * (f * s**lam)**2 / s**2

    half = np.pi / 2
    energy = (integrate(lambda r: energy_density(r, r/eps - 1, 1/eps),
                        eps, 2*eps)
              + integrate(lambda r: energy_density(r, 1.0, 0.0),
                          2*eps, half))
    norm = (integrate(lambda r: ((r/eps - 1) * np.sin(r)**lam)**2,
                      eps, 2*eps)
            + integrate(lambda r: np.sin(r)**(2*lam), 2*eps, half))
    cost = integrate(lambda r: np.sin(r)**(2*lam) / eps**2, eps, 2*eps)
    return energy / norm, cost / norm


cut_table = []
for lam in (0.75, 0.3):
    rows = [cut_state(lam, eps) for eps in (1e-2, 1e-4)]
    for energy, cost in rows:
        assert abs(energy - lam**2 - cost) < 1e-6 * max(1, energy)
        assert energy > max(lam, 1 - lam)**2
    ratio = rows[1][1] / rows[0][1]
    assert abs(ratio / 100**(1 - 2*lam) - 1) < 0.03
    cut_table.append((lam, rows[0][0], rows[1][0]))


# ---- trial exponent mu: local quantities from explicit pair sums ----
def pair_rows(x, length):
    """For each particle: sums of cot and of 1/sin^2 over the others."""
    n = x.shape[1]
    angle = np.pi * (x[:, :, None] - x[:, None, :]) / length
    angle = angle + np.eye(n) * np.pi / 2
    off = 1 - np.eye(n)
    return ((off / np.tan(angle)).sum(2), (off / np.sin(angle)**2).sum(2))


def log_psi(x, length, mu):
    i, j = np.triu_indices(x.shape[1], 1)
    return mu * np.log(np.abs(
        np.sin(np.pi * (x[:, i] - x[:, j]) / length))).sum(1)


g = 400
u, v = np.meshgrid((np.arange(g) + 1/3) * 3 / g,
                   (np.arange(g) + 2/3) * 3 / g, indexing="ij")
points = np.stack([u.ravel(), v.ravel(), np.zeros(g*g)], axis=1)
cot_row, csc_row = pair_rows(points, 3.0)
s_grid = csc_row.sum(1) / 2
quad_table = []
for mu in (1.5, 2.0, 2.5, 3.0):
    weight = np.exp(2 * log_psi(points, 3.0, mu))
    weight /= weight.sum()
    k2 = (np.pi / 3.0)**2
    kinetic = 0.5 * mu**2 * k2 * (cot_row**2).sum(1)
    mean_e = np.sum(weight * (kinetic + 2 * k2 * s_grid))
    mean_s = np.sum(weight * s_grid)
    # contact cusp of the integrand limits the grid accuracy at mu = 1.5
    assert abs(mean_e / trial_energy(3, 3.0, 2.0, mu) - 1) < 5e-4
    assert abs(mean_s / (8 * mu / (2*mu - 1)) - 1) < 5e-4
    quad_table.append((mu, mean_e, trial_energy(3, 3.0, 2.0, mu)))


# ---- Metropolis sampling for the worked example ----
def sample(n, length, lam, mu, walkers=3000, warm=500, steps=1500):
    x = np.tile(np.arange(n) * length / n, (walkers, 1)).astype(float)
    logw = 2 * log_psi(x, length, mu)
    k = np.pi / length
    records = []
    accepted = 0.0
    for step in range(warm + steps):
        trial = x + rng.normal(0, 0.2, x.shape)
        new = 2 * log_psi(trial, length, mu)
        take = np.log(rng.random(walkers)) < new - logw
        x[take] = trial[take]
        logw[take] = new[take]
        accepted += take.mean()
        if step >= warm and step % 5 == 0:
            cot, csc = pair_rows(x, length)
            kin = -0.5 * (-mu * k**2 * csc + (mu * k * cot)**2).sum(1)
            records.append(kin + lam*(lam-1) * k**2 * csc.sum(1) / 2)
    e = np.array(records)
    error = e.mean(0).std(ddof=1) / np.sqrt(walkers)
    return e.mean(), error, e.std(), accepted / (warm + steps)


N, L, LAM, MU = 4, 4.0, 2.0, 2.5
E0 = ground_energy(N, L, LAM)
E_trial = trial_energy(N, L, LAM, MU)
run_exact = sample(N, L, LAM, LAM)
run_trial = sample(N, L, LAM, MU)
assert abs(run_exact[0] - E0) < 1e-8 and run_exact[2] < 1e-8
assert abs(run_trial[0] - E_trial) < 5 * run_trial[1]
assert run_trial[2] > 0.1

print("Energies in hbar^2/(m a^2), lengths in a, unless stated")
print(f"Example: N = {N}, L = {L:.1f}, lambda = {LAM:.1f}")
print(f"(pi/L)^2 = {(np.pi/L)**2:.6f}")
print(f"N(N^2-1)/6 = {N*(N**2-1)/6:.0f}")
print(f"E0 from formula = {E0:.6f}")
print(f"E0 per particle = {E0/N:.6f}")
for name, x in (("A", [0.0, 1.0, 2.0, 3.0]), ("B", [0.1, 0.5, 1.9, 3.2])):
    kin, pot, s = local_parts(x, L, LAM)
    assert abs(kin + pot - E0) < 1e-10
    print(f"Config {name}: positions = {x}")
    print(f"  S = {s:.6f} (pure number)")
    print(f"  cotangent cross sum = {cross_sum(x, L):.6f} (pure number)")
    print(f"  local kinetic = {kin:.6f}")
    print(f"  potential = {pot:.6f}")
    print(f"  local energy = {kin + pot:.6f}")
print("Metropolis, N = 4, 3000 walkers:")
for mu, run in ((LAM, run_exact), (MU, run_trial)):
    print(f"  mu = {mu:.1f}: mean = {run[0]:.5f}, error = {run[1]:.1e}")
    print(f"    spread of local energy = {run[2]:.3e}")
    print(f"    acceptance = {run[3]:.2f} (fraction)")
print(f"  formula E(mu=2.5) = {E_trial:.5f}")
print("Quadrature, N = 3, L = 3, lambda = 2:")
for mu, e_num, e_formula in quad_table:
    print(f"  mu = {mu:.1f}: E = {e_num:.5f}, formula = {e_formula:.5f}")
print("Diagonalization, N = 3, L = 3, lambda = 3, mode cutoff 10:")
print(f"  formula E0 = {exact_three:.6f}")
for p, e in enumerate(sector_low):
    print(f"  lowest, total momentum {p} x 2pi/L: {e:.6f}")
print(f"  second level at zero momentum = {second_level:.6f}")
print(f"Diagonalization, lambda = 2: formula E0 = {exact_two:.6f}")
for c, e in zip(cutoffs, diag_two):
    print(f"  mode cutoff {c}: {e:.6f}")
print("Cut-off pair state, N = 2, energy in (pi/L)^2 hbar^2/m:")
print("  (cut-off length eps in units of L/pi)")
for lam, e_big, e_small in cut_table:
    print(f"  lambda = {lam:.2f}: lambda^2 = {lam**2:.4f}")
    print(f"    eps = 1e-2: {e_big:.4f}, eps = 1e-4: {e_small:.4f}")
print(f"Largest relative error of local energy = {worst_local:.1e}")
print("done: every assertion held")
```

It prints:

```
Energies in hbar^2/(m a^2), lengths in a, unless stated
Example: N = 4, L = 4.0, lambda = 2.0
(pi/L)^2 = 0.616850
N(N^2-1)/6 = 10
E0 from formula = 24.674011
E0 per particle = 6.168503
Config A: positions = [0.0, 1.0, 2.0, 3.0]
  S = 10.000000 (pure number)
  cotangent cross sum = -8.000000 (pure number)
  local kinetic = 12.337006
  potential = 12.337006
  local energy = 24.674011
Config B: positions = [0.1, 0.5, 1.9, 3.2]
  S = 17.878776 (pure number)
  cotangent cross sum = -8.000000 (pure number)
  local kinetic = 2.616955
  potential = 22.057056
  local energy = 24.674011
Metropolis, N = 4, 3000 walkers:
  mu = 2.0: mean = 24.67401, error = 2.4e-17
    spread of local energy = 5.950e-15
    acceptance = 0.50 (fraction)
  mu = 2.5: mean = 25.05746, error = 5.2e-03
    spread of local energy = 3.723e+00
    acceptance = 0.46 (fraction)
  formula E(mu=2.5) = 25.05954
Quadrature, N = 3, L = 3, lambda = 2:
  mu = 1.5: E = 18.09438, formula = 18.09427
  mu = 2.0: E = 17.54596, formula = 17.54596
  mu = 2.5: E = 17.82012, formula = 17.82012
  mu = 3.0: E = 18.42326, formula = 18.42326
Diagonalization, N = 3, L = 3, lambda = 3, mode cutoff 10:
  formula E0 = 39.478418
  lowest, total momentum 0 x 2pi/L: 39.478418
  lowest, total momentum 1 x 2pi/L: 54.831136
  lowest, total momentum 2 x 2pi/L: 57.024381
  lowest, total momentum 3 x 2pi/L: 46.058154
  second level at zero momentum = 70.183854
Diagonalization, lambda = 2: formula E0 = 17.545963
  mode cutoff 3: 17.775555
  mode cutoff 6: 17.573268
  mode cutoff 12: 17.549409
Cut-off pair state, N = 2, energy in (pi/L)^2 hbar^2/m:
  (cut-off length eps in units of L/pi)
  lambda = 0.75: lambda^2 = 0.5625
    eps = 1e-2: 0.7756, eps = 1e-4: 0.5838
  lambda = 0.30: lambda^2 = 0.0900
    eps = 1e-2: 7.0635, eps = 1e-4: 44.0562
Largest relative error of local energy = 1.9e-16
done: every assertion held
```
